# Finite-size correction for a charge in a periodic dielectric: a program that tests the result

```python
"""Finite-size correction for one charge q in a periodic cubic dielectric cell.

Result under test (Gaussian-type units, cell edge L, bulk permittivity eps):
  E_isolated - E_periodic = alpha q^2/(2 eps L) - 2 pi q Q_eff/(3 eps L^3)
                            - 8 pi^2 q^2 M/(9 L^6) + O(L^-10)
  Delta(r) = 1/eps(r) - 1/eps
  Q_eff = integral r^2 rho d3r - 2 eps integral Delta(r) q_enc(r) r dr
  M = integral Delta(r) r^4 dr
rho(r): spherical charge density; q_enc(r): charge inside radius r;
alpha: cubic lattice constant.  The cell has a uniform neutralizing background
and zero mean electric field.
"""
import numpy as np
import sympy as sp
from scipy import constants, fft
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc

PI = np.pi


def integer_vectors(nmax):
    n = np.arange(-nmax, nmax + 1)
    return np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T


def lattice_green(point, eta=np.sqrt(PI), regular=False):
    """Zero-mean periodic Green function, L=1; regular removes 1/r at r=0."""
    n = integer_vectors(6)
    nonzero = np.any(n != 0, axis=1)
    k = 2 * PI * n[nonzero]
    k2 = np.sum(k**2, axis=1)
    recip = np.sum(4 * PI / k2 * np.exp(-k2 / (4 * eta**2)) * np.cos(k @ point))
    images = n[nonzero] if regular else n
    d = np.linalg.norm(images + point, axis=1)
    real = np.sum(erfc(eta * d) / d)
    self_part = -2 * eta / np.sqrt(PI) if regular else 0.0
    return real + recip - PI / eta**2 + self_part


# Lattice constant: Ewald sum against a direct sum over neutral cubes.
origin = np.zeros(3)
alpha = -lattice_green(origin, regular=True)
alpha_other = -lattice_green(origin, eta=2.2, regular=True)
assert abs(alpha - alpha_other) < 1e-11

nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = nodes / 2, weights / 2
face = 0.5 / np.sqrt(nodes[:, None]**2 + nodes[None, :]**2 + 0.25)
cube_integral = 3 * np.sum(weights[:, None] * weights[None, :] * face)


def neutral_cube_sum(nmax):
    n2 = np.sum(integer_vectors(nmax)**2, axis=1)
    return np.sum(1 / np.sqrt(n2[n2 > 0])) - (2 * nmax + 1)**2 * cube_integral


s1, s2 = neutral_cube_sum(20), neutral_cube_sum(40)
direct_sum = (s2 * 81**2 - s1 * 41**2) / (81**2 - 41**2)
alpha_direct = PI / 6 - direct_sum
assert abs(alpha_direct - alpha) < 1e-5


# Small-r form of the Green function: radial part and order of the remainder.
def green_remainder(point):
    r = np.linalg.norm(point)
    return lattice_green(point) - (1 / r - alpha + 2 * PI * r**2 / 3)


directions = integer_vectors(1)
directions = directions[np.any(directions != 0, axis=1)]
kind = np.sum(directions**2, axis=1)
angular_weight = np.array([0, 1 / 21, 4 / 105, 9 / 280])[kind]
units = directions / np.sqrt(kind)[:, None]
angular_mean = sum(w * green_remainder(0.1 * u)
                   for w, u in zip(angular_weight, units))
axis_far = green_remainder(np.array([0.1, 0, 0]))
axis_near = green_remainder(np.array([0.05, 0, 0]))
green_order = np.log2(axis_far / axis_near)
assert abs(angular_mean) < 1e-6 < abs(axis_far)
assert abs(green_order - 4) < 0.05


def correction_terms(q, L, eps, q_eff, m_int):
    return np.array([alpha * q**2 / (2 * eps * L),
                     -2 * PI * q * q_eff / (3 * eps * L**3),
                     -8 * PI**2 * q**2 * m_int / (9 * L**6)])


# Gaussian charge in a uniform medium: energy by explicit reciprocal sum.
def gaussian_periodic(q, sigma, eps, L):
    n = integer_vectors(15)
    k2 = (2 * PI / L)**2 * np.sum(n**2, axis=1)
    k2 = k2[k2 > 0]
    return 2 * PI * q**2 / (eps * L**3) * np.sum(np.exp(-k2 * sigma**2) / k2)


def gaussian_isolated(q, sigma, eps):
    return q**2 / (2 * eps * np.sqrt(PI) * sigma)


for sigma in (0.07, 0.08):
    gap = gaussian_isolated(1, sigma, 3) - gaussian_periodic(1, sigma, 3, 1)
    assert abs(gap - correction_terms(1, 1, 3, 3 * sigma**2, 0).sum()) < 1e-10


# Variable permittivity: full three-dimensional spectral Poisson solution.
def permittivity(r, eps, radius, power):
    return eps - (eps - 1) * np.exp(-(r / radius)**power)


def periodic_energy(L, N, eps, radius, power, sigma):
    """Unit Gaussian charge; conjugate gradients; N odd avoids Nyquist modes."""
    x = fft.fftfreq(N) * L
    r = np.sqrt(x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2)
    medium = permittivity(r, eps, radius, power)
    kf = 2 * PI * fft.fftfreq(N, L / N)
    kh = 2 * PI * fft.rfftfreq(N, L / N)
    ks = (kf[:, None, None], kf[None, :, None], kh[None, None, :])
    k2 = ks[0]**2 + ks[1]**2 + ks[2]**2
    inv_k2 = np.where(k2 > 0, 1 / np.where(k2 > 0, k2, 1), 0)
    half_weight = np.where(kh > 0, 2.0, 1.0)[None, None, :]

    def dot(a, b):
        return np.sum(half_weight * (a.real * b.real + a.imag * b.imag))

    def operator(phi):
        out = np.zeros_like(phi)
        for k in ks:
            grad = fft.irfftn(1j * k * phi, s=(N, N, N))
            out -= 1j * k * fft.rfftn(medium * grad)
        return out

    rho = (N / L)**3 * np.exp(-k2 * sigma**2 / 2) + 0j
    rho[0, 0, 0] = 0  # uniform neutralizing background
    phi = np.zeros_like(rho)
    res = 4 * PI * rho
    z = inv_k2 * res
    p = z.copy()
    rz = start = dot(res, z)
    for _ in range(150):
        ap = operator(p)
        step = rz / dot(p, ap)
        phi += step * p
        res -= step * ap
        z = inv_k2 * res
        new = dot(res, z)
        if new < 1e-18 * start:
            break
        p = z + new / rz * p
        rz = new
    else:
        raise RuntimeError("Poisson solver did not converge")
    return 0.5 * L**3 / N**6 * dot(rho, phi)


def enclosed(r, sigma):
    return (erf(r / (np.sqrt(2) * sigma))
            - np.sqrt(2 / PI) * r / sigma * np.exp(-r**2 / (2 * sigma**2)))


def isolated_data(eps, radius, power, sigma):
    """Isolated energy, Q_eff and M for a unit Gaussian charge."""
    end = 12.0

    def integrate(f):
        return quad(f, 0, end, points=[radius / 2, radius, 2 * radius],
                    limit=300, epsabs=1e-12, epsrel=1e-11)[0]

    def delta(r):
        return 1 / permittivity(r, eps, radius, power) - 1 / eps

    energy = integrate(lambda r: enclosed(r, sigma)**2
                       / (2 * permittivity(r, eps, radius, power) * r**2))
    energy += 1 / (2 * eps * end)
    q_eff = 3 * sigma**2 - 2 * eps * integrate(
        lambda r: delta(r) * enclosed(r, sigma) * r)
    return energy, q_eff, integrate(lambda r: delta(r) * r**4)


model = dict(eps=10.0, radius=2.0, power=4, sigma=0.6)
e_iso, q_eff, m_int = isolated_data(**model)

# Q_eff as second moment of the source acting in a uniform medium.
rg = np.linspace(1e-6, 12, 200001)
source_enclosed = (model["eps"] * enclosed(rg, model["sigma"])
                   / permittivity(rg, model["eps"], model["radius"], model["power"]))
second_moment = np.sum(((rg[1:] + rg[:-1]) / 2)**2 * np.diff(source_enclosed))
assert abs(second_moment - q_eff) < 1e-5

table = []
for L, N in ((8.0, 45), (10.0, 55), (12.0, 63)):
    gap = e_iso - periodic_energy(L, N, **model)
    partial = np.cumsum(correction_terms(1, L, model["eps"], q_eff, m_int))
    assert abs(gap - partial[2]) < 3e-6
    table.append((L, gap, *partial))
assert abs(table[0][1] - table[0][4]) < 0.2 * abs(table[0][1] - table[0][3])

# Order of what is left after the L^-6 term, in a case where it is resolved.
tight = dict(eps=2.0, radius=2.0, power=8, sigma=0.5)
t_iso, t_q, t_m = isolated_data(**tight)
left = []
for L, N in ((5.6, 45), (7.0, 55)):
    left.append(t_iso - periodic_energy(L, N, **tight)
                - correction_terms(1, L, tight["eps"], t_q, t_m).sum())
remainder_order = np.log(abs(left[0] / left[1])) / np.log(7.0 / 5.6)
assert abs(remainder_order - 10) < 0.5

# Sharp cavity, point charge: match potentials and impose zero mean potential.
q, R, L, e, ei, a, r = sp.symbols("q R L e e_i a r", positive=True)
C, D = sp.symbols("C D")
V = L**3
inside = q / ei * (1 / r + 2 * sp.pi * r**2 / (3 * V)) + D
outside = q / e * (1 / r - a / L + 2 * sp.pi * r**2 / (3 * V)) + C
assert sp.simplify((ei * sp.diff(inside, r) - e * sp.diff(outside, r)).subs(r, R)) == 0
mean = C + sp.integrate(sp.expand(4 * sp.pi * r**2 * (inside - outside)), (r, 0, R)) / V
match = sp.solve([(inside - outside).subs(r, R), mean], [C, D], dict=True)[0]
cavity_periodic = q * match[D] / 2
cavity_isolated = -q**2 / (2 * R) * (1 / ei - 1 / e)
cavity_formula = (a * q**2 / (2 * e * L)
                  + 2 * sp.pi * q**2 * R**2 * (1 / ei - 1 / e) / (3 * L**3)
                  - 8 * sp.pi**2 * q**2 * R**5 * (1 / ei - 1 / e) / (45 * L**6))
assert sp.simplify(cavity_isolated - cavity_periodic - cavity_formula) == 0

# Worked examples: energies in eV, lengths in angstrom.
coulomb = constants.e / (4 * PI * constants.epsilon_0) * 1e10
to_kj = constants.e * constants.N_A / 1000
ion_q, ion_R, ion_eps, ion_L = 1.0, 2.0, 80.0, 20.0
ion_delta = 1 - 1 / ion_eps


def ion_terms(length):
    return coulomb * correction_terms(ion_q, length, ion_eps,
                                      -ion_q * ion_R**2 * (ion_eps - 1),
                                      ion_delta * ion_R**5 / 5)


ion = ion_terms(ion_L)
values = {q: ion_q, R: ion_R, L: ion_L, e: ion_eps, ei: 1, a: alpha}
ion_periodic = coulomb * float(cavity_periodic.subs(values))
born = coulomb * float(cavity_isolated.subs(values))
assert abs(ion_periodic + ion.sum() - born) < 1e-10
vacuum_image = -coulomb * alpha * ion_q**2 / (2 * ion_L)
without_image = ion_periodic - vacuum_image
leading_without_image = vacuum_image * ion_delta
assert abs(without_image + leading_without_image + ion[1] + ion[2] - born) < 1e-10
crossover = brentq(lambda x: ion_terms(x)[0] - ion_terms(x)[1], 5, 100)
assert abs(crossover - ion_R * np.sqrt(4 * PI * (ion_eps - 1) / (3 * alpha))) < 1e-8

def_q, def_sigma, def_eps = 2.0, 1.0, 10.0
def_iso = coulomb * gaussian_isolated(def_q, def_sigma, def_eps)
defects = []
for length in (12.0, 16.0):
    raw = coulomb * gaussian_periodic(def_q, def_sigma, def_eps, length)
    terms = coulomb * correction_terms(def_q, length, def_eps,
                                       3 * def_q * def_sigma**2, 0)
    assert abs(raw + terms.sum() - def_iso) < 1e-8
    defects.append((length, raw, terms[0], terms[1], raw + terms.sum()))

print(f"alpha, Ewald sum: {alpha:.8f}")
print(f"alpha, direct sum over neutral cubes: {alpha_direct:.6f}")
print(f"direct sum before mean-potential offset: {direct_sum:.6f}")
print(f"mean-potential offset pi/6: {PI / 6:.6f}")
print(f"Green function remainder on axis, r=0.1 L: {axis_far:.4e} /L")
print(f"same, angular mean: {angular_mean:.1e} /L")
print(f"order of remainder in r: {green_order:.3f}")
print("Smooth-cavity test, reduced units (q=1, Coulomb constant=1)")
print(f"eps bulk {model['eps']:.0f}, centre 1, radius {model['radius']:.1f}, "
      f"profile power {model['power']}, sigma {model['sigma']:.1f}")
print(f"isolated energy: {e_iso:.7f}; Q_eff: {q_eff:.5f}; M: {m_int:.5f}")
print(f"Q_eff from second moment of effective source: {second_moment:.5f}")
print("L | solver E_iso-E_per | L^-1 | through L^-3 | through L^-6")
for row in table:
    print(f"{row[0]:.0f} | " + " | ".join(f"{v:.7f}" for v in row[1:]))
print(f"second profile: eps {tight['eps']:.0f}, radius {tight['radius']:.1f}, "
      f"power {tight['power']}, sigma {tight['sigma']:.1f}")
print(f"remainder at L=5.6: {left[0]:.3e}; at L=7.0: {left[1]:.3e}")
print(f"measured inverse power of L in remainder: {remainder_order:.2f}")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.6f} eV angstrom")
print(f"1 eV per particle: {to_kj:.4f} kJ/mol")
print(f"ION: q={ion_q:.0f} e, R={ion_R:.1f} angstrom, eps={ion_eps:.0f}, "
      f"L={ion_L:.0f} angstrom")
print(f"ion L^-1 term: {ion[0]:.6f} eV")
print(f"ion L^-3 term: {ion[1]:.6f} eV")
print(f"ion L^-6 term: {ion[2]:.6f} eV")
print(f"ion total correction: {ion.sum():.6f} eV = {ion.sum() * to_kj:.4f} kJ/mol")
print(f"ion periodic energy, vacuum self-energy removed: {ion_periodic:.6f} eV")
print(f"ion isolated (Born) energy: {born:.6f} eV")
print(f"vacuum self-image energy: {vacuum_image:.6f} eV")
print(f"periodic solvation energy without self-image: {without_image:.6f} eV")
print(f"its leading correction: {leading_without_image:.6f} eV")
print(f"L where L^-1 and L^-3 terms are equal: {crossover:.3f} angstrom")
print(f"DEFECT: q={def_q:.0f} e, sigma={def_sigma:.1f} angstrom, eps={def_eps:.0f}")
print(f"defect isolated energy: {def_iso:.6f} eV")
print("L (angstrom) | periodic | L^-1 term | L^-3 term | corrected (eV)")
for row in defects:
    print(f"{row[0]:.0f} | " + " | ".join(f"{v:.6f}" for v in row[1:]))
for row in defects:
    total = row[2] + row[3]
    print(f"defect correction, L={row[0]:.0f} angstrom: {total:.6f} eV "
          f"= {total * to_kj:.3f} kJ/mol")
print("ALL CHECKS PASSED")
```

It prints:

```
alpha, Ewald sum: 2.83729748
alpha, direct sum over neutral cubes: 2.837297
direct sum before mean-potential offset: -2.313699
mean-potential offset pi/6: 0.523599
Green function remainder on axis, r=0.1 L: 3.1143e-04 /L
same, angular mean: 2.0e-08 /L
order of remainder in r: 4.002
Smooth-cavity test, reduced units (q=1, Coulomb constant=1)
eps bulk 10, centre 1, radius 2.0, profile power 4, sigma 0.6
isolated energy: 0.1261588; Q_eff: -6.37729; M: 1.36862
Q_eff from second moment of effective source: -6.37729
L | solver E_iso-E_per | L^-1 | through L^-3 | through L^-6
8 | 0.0202956 | 0.0177331 | 0.0203418 | 0.0202960
10 | 0.0155101 | 0.0141865 | 0.0155221 | 0.0155101
12 | 0.0125910 | 0.0118221 | 0.0125950 | 0.0125910
second profile: eps 2, radius 2.0, power 8, sigma 0.5
remainder at L=5.6: -1.870e-05; at L=7.0: -1.991e-06
measured inverse power of L in remainder: 10.04
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
1 eV per particle: 96.4853 kJ/mol
ION: q=1 e, R=2.0 angstrom, eps=80, L=20 angstrom
ion L^-1 term: 0.012768 eV
ion L^-3 term: 0.014891 eV
ion L^-6 term: -0.000012 eV
ion total correction: 0.027646 eV = 2.6674 kJ/mol
ion periodic energy, vacuum self-energy removed: -3.582558 eV
ion isolated (Born) energy: -3.554912 eV
vacuum self-image energy: -1.021402 eV
periodic solvation energy without self-image: -2.561156 eV
its leading correction: -1.008634 eV
L where L^-1 and L^-3 terms are equal: 21.599 angstrom
DEFECT: q=2 e, sigma=1.0 angstrom, eps=10
defect isolated energy: 1.624826 eV
L (angstrom) | periodic | L^-1 term | L^-3 term | corrected (eV)
12 | 0.964835 | 0.680935 | -0.020943 | 1.624826
16 | 1.122961 | 0.510701 | -0.008836 | 1.624826
defect correction, L=12 angstrom: 0.659991 eV = 63.679 kJ/mol
defect correction, L=16 angstrom: 0.501865 eV = 48.423 kJ/mol
ALL CHECKS PASSED
```
